# Leading Makov–Payne correction for a doubly charged defect in silicon

**Question**

I am computing formation and migration energies of a vacancy-type defect in silicon, for a model of damage annealing after implantation. The cell is a cube of 64 atomic sites with edge $L=10.86$ Å, the defect has charge $+2$, and the code adds a uniform background to keep the cell neutral. An exercise asks me to show that the leading Makov–Payne correction is about 0.64 eV for a dielectric constant of 11.7.

I argued that the defect repels its periodic images, so the supercell energy must be too high and I should subtract something. With the constant 2.8373 that I was given for a cubic lattice, I get $-7.5$ eV. That is absurd for a defect energy, and I can't say where the constant comes from. What is wrong with the size and the sign? And does the correction change my migration barrier?

**Answer**

Two things are missing. The silicon between the images screens their interaction, which divides your number by 11.7. The background also attracts the defect charge, and this attraction outweighs the repulsion between images. The supercell energy is therefore too low, and the correction is added.

I use Hartree atomic units, with lengths in bohr and charges in units of $e$, and convert the main results to eV. The host is treated as a linear, isotropic dielectric of constant $\varepsilon$, and the defect charge $q$ is assumed to be localised well inside the cell.

### From the cell energy to one number

Let $\rho$ be the defect charge density, with $\int\rho\,d^3r=q$ in each cell. Including the background, the potential obeys

$$\varepsilon\nabla^2\phi=-4\pi\left(\rho-\frac{q}{L^3}\right).$$

Build up the total density $\rho_t=\rho-q/L^3$ in proportion to a factor $s$ that runs from 0 to 1. The medium is linear, so the potential at that stage is $s\phi$, and the work per cell is

$$E_{\rm per}=\int_0^1 s\,ds\int_{\rm cell}\rho_t\phi\,d^3r=\frac12\int_{\rm cell}\rho_t\phi\,d^3r .$$

This work includes the energy stored in the polarised host. Since $\int\rho_t\,d^3r=0$, adding a constant to $\phi$ changes nothing. I choose the constant that makes the cell average of $\phi$ vanish. The background then contributes $-(q/2L^3)\int\phi\,d^3r=0$, and $E_{\rm per}=\frac12\int\rho\phi\,d^3r$.

Now let the defect charge be small compared with the cell. Close to it,

$$\phi(r)\to\frac{q}{\varepsilon r}+\frac{q\,v}{\varepsilon L}.$$

The first term is the field of the isolated defect. It gives the self-energy $E_{\rm iso}$, which is the same in the cell and in the infinite crystal. The second term comes from all images and the background. By scaling of lengths, $v$ is a pure number: the corresponding potential for a unit charge in a unit cube with $\varepsilon=1$. Hence

$$E_{\rm per}-E_{\rm iso}=\frac{q^2v}{2\varepsilon L}.$$

The factor $\frac12$ is the one from the charging process.

### The constant 2.8373

Put unit charges at all integer vectors $\mathbf n$, with background density $-1$. A direct sum of $1/n$ diverges, so write each point charge as (point minus Gaussian) plus Gaussian, with

$$g(r)=\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2}.$$

The potential of $g$ is $\operatorname{erf}(\eta r)/r$. To verify this, differentiate $r$ times the potential twice:

$$\frac{d^2}{dr^2}\operatorname{erf}(\eta r)=-\frac{4\eta^3}{\sqrt\pi}\,r\,e^{-\eta^2r^2}=-4\pi r\,g(r),$$

which is Poisson's equation for a spherical charge. There are now four contributions to $v$.

1. The images, as point minus Gaussian, give $\sum'\operatorname{erfc}(\eta n)/n$. The prime omits $\mathbf n=0$.

2. At the origin, the charge's own term is $\operatorname{erfc}(\eta r)/r$. Removing its bare potential $1/r$ leaves $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$.

3. The Gaussians and the background have Fourier components at $\mathbf G=2\pi\mathbf n$. Poisson's equation gives $\psi_{\mathbf G}=4\pi e^{-G^2/4\eta^2}/G^2$ for $\mathbf G\neq0$, and the zero-average choice sets $\psi_0=0$. At the origin these add up to $\sum' e^{-\pi^2n^2/\eta^2}/(\pi n^2)$.

4. The short-range part has a nonzero cell average, which must be subtracted. Summing over cells turns the average into an integral over all space, and integration by parts gives
$$4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=4\pi\,\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr=\frac{\pi}{\eta^2}.$$

Together,

$$v=\sum_{\mathbf n}{}'\frac{\operatorname{erfc}(\eta n)}{n}+\sum_{\mathbf n}{}'\frac{e^{-\pi^2n^2/\eta^2}}{\pi n^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2}.$$

The splitting was an identity, so $v$ cannot depend on $\eta$. With $\eta=\sqrt\pi$ the last two terms are $-2$ and $-1$, and both sums converge quickly. Defining $\alpha=-v$,

$$\alpha=3-\sum_{\mathbf n}{}'\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right].$$

The 6 nearest vectors contribute $0.07313+0.08253$ to the sum. The next 12 contribute $0.00333+0.00357$, the next 8 contribute $0.00007+0.00007$, and the fourth shell adds about $3\times10^{-6}$. The total is $0.16270$, so $\alpha=2.8373$.

### The same constant without Gaussians

Take a finite block of $M^3$ unit cells, each a point charge at the centre of its own cube of background. Such a cell has no net charge and, by cubic symmetry, no dipole or quadrupole moment. Its potential falls as $r^{-5}$, so the sum over cells converges, and the cells left out contribute a remainder of order $\int_M^\infty r^{-5}r^2dr\sim M^{-2}$.

This sum does not have zero average. The integral of $1/|\mathbf r-\mathbf s|$ over a large sphere of radius $R$ around the origin is $2\pi R^2-\frac{2\pi}{3}s^2$. For a neutral cell the $R^2$ terms cancel, and the average potential of the lattice is $-\frac{2\pi}{3}\int\rho_t s^2d^3s$. The point charge sits at $s=0$ and contributes nothing. The background contributes $-3\times\frac1{12}=-\frac14$ to the integral, so the average is $+\pi/6$.

A uniform unit cube of unit charge has potential $2.380077$ at its centre. For the block's background this scales as $M^2$, so

$$v=\lim_{M\to\infty}\left[\sum_{\rm block}{}'\frac1n-2.380077\,M^2-\frac{\pi}{6}\right].$$

For $M=41$ and $M=81$ this gives $\alpha=2.837313$ and $2.837301$. Removing the $M^{-2}$ remainder by extrapolation gives $2.837297$, in agreement with the Gaussian route.

### Your cell

Since $v=-\alpha$ is negative, the periodic energy is below that of the isolated defect. What must be added is

$$\boxed{E_{\rm MP}=+\frac{q^2\alpha}{2\varepsilon L}}$$

With $L=10.86$ Å $=20.5224$ bohr,

$$E_{\rm MP}=\frac{4\times2.8373}{2\times11.7\times20.5224}=0.02363\ \text{hartree}=0.64\ \text{eV}.$$

Setting $\varepsilon=1$ gives 7.5 eV, which is the magnitude you found. The sign is positive for a charge of $-2$ as well, because $q$ enters squared. For the same reason a singly charged defect in this cell needs a quarter as much, 0.16 eV.

The decay with cell size is slow. At fixed $q$ and $\varepsilon$, the term is 0.43 eV for 216 atoms and 0.32 eV for 512 atoms. It falls to 0.05 eV at an edge of about 140 Å. You can look for this trend in your own data: between the 64-atom and 216-atom cells, the leading term alone predicts that the uncorrected formation energy of the $2+$ state, at fixed $E_F$ (the Fermi level), rises by about 0.21 eV. A very different rise can have several causes, among them other size effects, a different dielectric constant in the calculation, and a charge that is not localised.

### Levels and barriers

The formation energy of charge state $q$ contains $+qE_F$, where $E_F$ is the Fermi level. Write it as $A_q+qE_F$, with $E_{\rm MP}$ included in $A_q$. Two charge states have equal formation energy at

$$E_F(2{+}/{+})=A_1-A_2,\qquad E_F(2{+}/0)=\frac{A_0-A_2}{2}.$$

The neutral state has no correction, and the $+$ state has $\frac14E_{\rm MP}$. The first level therefore moves by $(\frac14-1)E_{\rm MP}=-0.48$ eV and the second by $-\frac12E_{\rm MP}=-0.32$ eV. Silicon's gap is roughly 1.1 eV, so these shifts can decide which charge state is predicted to be stable.

A migration barrier is the difference between the saddle-point energy and the energy of the stable site. If both are computed in the same cell and charge state, and the charge stays localised, the leading term is the same in both and cancels. It contains neither the position nor the shape of the defect. What can survive in the electrostatics is a difference in the next-order terms, if the charge spreads or contracts at the saddle point. The elastic interaction between images can also differ between the two configurations, so the barrier's convergence with cell size still needs checking. If you compare a saddle point in one charge state with a minimum in a state of different $|q|$, the corrections do not cancel.

### What the leading term leaves out

A real defect charge has a finite size, and silicon screens short wavelengths less well than long ones. Both effects enter at order $L^{-3}$. Let $g_k$ be the Fourier transform of the normalised, spherical defect charge, and define $F(k)=g_k^2/\varepsilon(k)$. Then

$$E_{\rm per}=\frac{q^2}{2}\,\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{F(G)}{G^2},\qquad E_{\rm iso}=\frac{q^2}{2}\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi F(k)}{k^2}.$$

For small $k$, averaging $(\mathbf k\cdot\mathbf r)^2/2$ over directions gives $g_k=1-k^2\langle r^2\rangle/6+\dots$, where $\langle r^2\rangle$ is the mean square radius. Hence $g_k^2=1-k^2\langle r^2\rangle/3+\dots$. With $1/\varepsilon(k)=1/\varepsilon+bk^2+\dots$,

$$\frac{F(k)}{k^2}=\frac{1}{\varepsilon k^2}+S(k),\qquad S(0)=c=b-\frac{\langle r^2\rangle}{3\varepsilon}.$$

The $1/(\varepsilon k^2)$ part is the point-charge problem already solved. The rest, $S$, is smooth at $k=0$. Poisson summation says that $L^{-3}\sum_{\mathbf G}S$ over all $\mathbf G$ equals the sum of its real-space counterpart $s(\mathbf R)$ over all lattice vectors. The $\mathbf R=0$ term is the integral $\int S\,d^3k/(2\pi)^3$, which belongs to the isolated defect. (The infinite point-charge self-energy enters the two parts with opposite signs and cancels.) The cell sum lacks $\mathbf G=0$, so it differs from the integral by $-c/L^3$ plus the terms with $\mathbf R\neq0$. For the compact spherical charge and short-range screening assumed here, those terms are exponentially small. Multiplying by $4\pi q^2/2$ and reversing the sign to obtain a correction gives

$$E_{\rm iso}-E_{\rm per}\simeq\frac{q^2\alpha}{2\varepsilon L}+\frac{2\pi q^2}{L^3}\left(b-\frac{\langle r^2\rangle}{3\varepsilon}\right).$$

To size this for your cell, take a Gaussian charge whose rms radius equals the silicon bond length, 2.35 Å, as a stand-in for charge on the atoms around a vacancy. Then $\langle r^2\rangle=19.74$ bohr$^2$. For the screening, use the model

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2}{k^2+\kappa^2},$$

with $\kappa=1.104$ bohr$^{-1}$, the Thomas–Fermi value at silicon's valence-electron density. This gives $b=(1-1/\varepsilon)/\kappa^2=0.750$ bohr$^2$. The charge spread contributes $-0.04$ eV and the wavevector dependence $+0.06$ eV, so the model's full correction is 0.66 eV. The near cancellation depends on these parameters. The spread term grows as $\langle r^2\rangle$: for an rms radius of 3.84 Å, the second-neighbour distance, it is $-0.12$ eV and the model's full correction drops to 0.58 eV. Since the radius is assumed, I would treat these terms as a rough error estimate, of order 0.1 eV in this cell, and not as a further correction.

The expansion was tested in this model against the complete sum over $\mathbf G$, for edges $L$, $1.5L$ and $2L$. In your cell it misses the sum by $2.2\times10^{-7}$ hartree, which is the overlap of the short-range tails of neighbouring cells. With that overlap included, the agreement is at rounding level for all three edges.

### Beside real silicon

The cell size, charge and dielectric constant are realistic for a calculation on a silicon vacancy, but the 0.64 eV is the result of a continuum model. Three points matter in use.

First, $\varepsilon$ should describe the host as your electronic-structure method sees it, since that is what screens the images in the calculation. If your method gives 13, for example, the correction at fixed $L$ and $q$ falls to 0.58 eV, 10% below the value for 11.7.

Second, the correction restores an isolated defect in a crystal without free carriers, whereas a wafer during a hot anneal has many. With a density $n$ of each carrier type, linear screening replaces the defect potential $q/(\varepsilon r)$ by $qe^{-r/\lambda}/(\varepsilon r)$. In SI units $\lambda^2=\varepsilon\varepsilon_0k_BT/(2ne^2)$. The change of potential at the defect is $-q/(\varepsilon\lambda)$, and the charging factor $\frac12$ gives a shift $-q^2/(2\varepsilon\lambda)$ in atomic units. Because this is reversible work at fixed temperature, it is a shift of the free energy. For 1273 K and a rough $n=10^{19}$ cm$^{-3}$, $\lambda=1.9$ nm and the shift is $-0.13$ eV. Three limits make this only an order of magnitude. A sphere of radius $\lambda$ holds only about 0.6 carriers on average, which strains the mean-field picture. In this linearly screened potential, a carrier's potential energy also exceeds $k_BT$ in size within about 1.2 nm of the defect, so the screening there is not linear. Finally, the thermal wavelength $h/\sqrt{2\pi mk_BT}$ is 2.1 nm for the free-electron mass and longer for lighter carriers. It exceeds $\lambda$, so treating the carriers as classical point charges is a further approximation. This free-carrier shift is a physical effect in the sample, separate from the supercell error.

Third, the derivation assumes a localised charge. If the defect level lies inside a band of the calculation, the added or removed electron spreads over the whole cell. The charge at the defect is then no longer $q$, and the formula does not apply. Elastic interaction between the images, overlap of the defect wavefunctions of neighbouring images (which broadens the level into a band in a small cell), atomic-scale variations of the screening, and the alignment of the defect cell's potential with that of the bulk are also outside the 0.64 eV and need their own treatment.

The numerical output below gives the values to more digits.

## Computed results

```
hartree in eV: 27.21139
bohr in angstrom: 0.529177
charge q: 2 e
dielectric constant: 11.7
cell edge: 10.86 angstrom = 20.5224 bohr
Ewald shells: n^2, vectors, real part, reciprocal part
  1   6  0.0731333  0.0825325
  2  12  0.0033326  0.0035666
  3   8  0.0000653  0.0000685
  4   6  0.0000016  0.0000017
sum of four shells: 0.162702
alpha from four shells: 2.837298
alpha, converged Ewald: 2.83729748
potential at centre of unit cube: 2.380077
mean potential pi/6: 0.523599
alpha, direct, 41 cells along edge: 2.83731274
alpha, direct, 81 cells along edge: 2.83730139
alpha, direct, extrapolated: 2.83729748
leading correction: 0.023633 hartree = 0.6431 eV
same for q = 1: 0.1608 eV
same for q = 2, eps = 1: 7.524 eV
216 atoms, edge 16.29 angstrom: 0.4287 eV
512 atoms, edge 21.72 angstrom: 0.3215 eV
edge for 0.05 eV: 140 angstrom
shift of (2+/+) level: -0.482 eV
shift of (2+/0) level: -0.322 eV
rms charge radius (bond length): 2.351 angstrom
mean square radius: 19.742 bohr^2
Thomas-Fermi wavenumber: 1.1040 1/bohr
screening coefficient b: 0.7504 bohr^2
charge-spread term: -0.0445 eV
k-dependent screening: 0.0594 eV
full model correction: 0.6580 eV
residual of 1/L + 1/L^3 law, 64 atoms: 2.2e-07 hartree
overlap energy, 64 atoms: 2.2e-07 hartree
largest residual with overlap: 2e-17 hartree
leading term with eps = 13: 0.5788 eV
anneal temperature: 1273 K
density of each carrier type (rough): 1e+19 cm^-3
Debye length: 1.88 nm
free-carrier energy shift: -0.131 eV
carriers in Debye sphere: 0.56
```
